# RIXS maps from a shifted linear system and Lanczos recursion, part 1

(Sections cited here and not found follow in the second part.)

A calculation of resonant inelastic x-ray scattering (RIXS) begins with a choice. One can diagonalise the core-hole Hamiltonian and sum over its eigenstates, at a cost that grows as the cube of its dimension, or keep it sparse and compute none of them; the initial state is needed either way. The second route is worth taking when its matrix–vector products, each costing about the number of nonzero elements, add up to much less than the cubic cost, and when its error can be read off during the run. Both conditions can be decided from formulas; the one for the residual appears first in a two-state model.

## The quantity to be computed

Let $H_v$ (dimension $N_v$) be the Hamiltonian without a core hole, with eigenpairs $E_f,|f\rangle$ and initial state $g$ at energy zero, and $H_c$ (dimension $N_c$) the Hamiltonian with one core hole, with eigenpairs $E_n,|n\rangle$. Both are Hermitian. The dipole operator $T_\epsilon$ for polarisation $\epsilon$ maps the first space to the second. To second order in the coupling to light, with the resonant term alone and prefactors dropped, the Kramers–Heisenberg intensity at incident energy $\Omega$ (on the scale of $E_n$) and energy loss $\omega$ is

$$I(\Omega,\omega)=\sum_{\epsilon'}\sum_f\Big|\sum_n\frac{\langle f|T_{\epsilon'}^\dagger|n\rangle\langle n|T_\epsilon|g\rangle}{\Omega+i\Gamma-E_n}\Big|^2L_\gamma(\omega-E_f),$$

with $L_\gamma(u)=(\gamma/\pi)/(u^2+\gamma^2)$. All intermediate states share one half-width $\Gamma>0$, which may depend on $\Omega$. Undetected outgoing polarisations $\epsilon'$ add as intensities.

Put $z=\Omega+i\Gamma$, $\zeta=\omega+i\gamma$, $b=T_\epsilon g$. Since $\sum_n|n\rangle\langle n|/(z-E_n)=(z-H_c)^{-1}$, the inner sum is $\langle f|y\rangle$ with

$$(z-H_c)\,x=b,\qquad y=T_{\epsilon'}^\dagger x .$$

Since $1/(u+i\gamma)=(u-i\gamma)/(u^2+\gamma^2)$, we have $L_\gamma(\omega-E_f)=-\frac1\pi\,\mathrm{Im}\,(\zeta-E_f)^{-1}$, and the real weights $|\langle f|y\rangle|^2$ pass inside the imaginary part:

$$I=-\frac1\pi\,\mathrm{Im}\sum_{\epsilon'}G,\qquad G=y^\dagger(\zeta-H_v)^{-1}y .$$

The absorption spectrum is $\sigma(\Omega)=-\frac1\pi\mathrm{Im}\,b^\dagger x$. From $x^\dagger b=z\|x\|^2-x^\dagger H_cx$, whose last term is real, $\mathrm{Im}\,x^\dagger b=\Gamma\|x\|^2$, and $b^\dagger x$ is the complex conjugate, so $\sigma=\Gamma\|x\|^2/\pi$.

## A two-state model by hand

Take two core-hole configurations of equal energy, coupled by $v>0$, of which light reaches the first:

$$H_c=\begin{pmatrix}0&v\\v&0\end{pmatrix},\qquad b=\begin{pmatrix}1\\0\end{pmatrix}.$$

Let the first decay to $g$ and the second to an excited state at energy $\Delta$, each with unit amplitude, so that $y=x$ and $H_v=\mathrm{diag}(0,\Delta)$.

The eigenstates of $H_c$ are $(1,\pm1)/\sqrt2$ at $\pm v$, each with overlap $1/\sqrt2$ with $b$. The sum over states gives

$$x_1=\tfrac12\Big[\frac1{z-v}+\frac1{z+v}\Big]=\frac{z}{z^2-v^2},\qquad x_2=\tfrac12\Big[\frac1{z-v}-\frac1{z+v}\Big]=\frac{v}{z^2-v^2}.$$

The linear system reads $zx_1-vx_2=1$, $-vx_1+zx_2=0$. The second line gives $x_2=vx_1/z$, the first then $x_1(z-v^2/z)=1$, which is the same vector, interference between the two eigenstates included. The ratio $|x_2/x_1|=v/|z|$ vanishes for $v\to0$ and for $\Gamma\gg v$: the excitation requires that the coupling act within the core-hole lifetime.

The Lanczos process solves the system in stages. Start from $q_1=b$, multiply by $H_c$, remove the part along $q_1$ and normalise: $\alpha_1=q_1^\dagger H_cq_1=0$ and $H_cq_1-\alpha_1q_1=\beta_1q_2$ with $\beta_1=v$, $q_2=(0,1)^T$. Nothing here depends on $z$. In the span of $q_1$ alone, $H_c$ is replaced by the number $\alpha_1$, so $x^{(1)}=q_1/z$, with residual

$$r_1=b-(z-H_c)\frac{q_1}{z}=\frac{H_cq_1}{z}=\frac{\beta_1}{z-\alpha_1}\,q_2 .$$

The residual lies along the next Lanczos vector and its size follows from $\alpha_1,\beta_1,z$. The second step exhausts the space.

The same process on the final side starts from $q_1=y/\|y\|$. Let $u=|y_2|^2/\|y\|^2$. The vector is complex, so inner products carry a conjugate: $\alpha_1=q_1^\dagger H_vq_1=u\Delta$. The remainder $(H_v-\alpha_1)q_1=\Delta(-uy_1,(1-u)y_2)^T/\|y\|$ has squared norm $\beta_1^2=\Delta^2[u^2(1-u)+(1-u)^2u]=\Delta^2u(1-u)$. The trace is the same in any orthonormal basis, so $\alpha_2=(1-u)\Delta$. In the basis $q_1,q_2$, eliminating the second unknown as before gives

$$G=\frac{\|y\|^2}{\zeta-\alpha_1-\dfrac{\beta_1^2}{\zeta-\alpha_2}}=\|y\|^2\frac{\zeta-(1-u)\Delta}{\zeta(\zeta-\Delta)}=\frac{|y_1|^2}{\zeta}+\frac{|y_2|^2}{\zeta-\Delta},$$

where $\alpha_1+\alpha_2=\Delta$ and $\alpha_1\alpha_2-\beta_1^2=0$ fix the denominator and $\zeta-(1-u)\Delta=(1-u)(\zeta-\Delta)+u\zeta$ splits the numerator. The continued fraction holds both loss lines with their weights.

## The intermediate vector in general

From $q_1=b/\|b\|$ and $\beta_0=0$, iterate

$$\beta_jq_{j+1}=H_cq_j-\alpha_jq_j-\beta_{j-1}q_{j-1},\qquad\alpha_j=q_j^\dagger H_cq_j,$$

with $\beta_j\ge0$ the norm of the right side. In exact arithmetic the $q_j$ are orthonormal. By induction, $\alpha_j$ removes the $q_j$ component; the $q_{j-1}$ component of $H_cq_j$ is $(H_cq_{j-1})^\dagger q_j=\beta_{j-1}$, which is subtracted; and for $i<j-1$ the vector $H_cq_i$ lies in the span of $q_{i-1},q_i,q_{i+1}$, orthogonal to $q_j$. With $Q_k=(q_1\dots q_k)$ and $J_k$ the real symmetric tridiagonal matrix of diagonal $\alpha_j$ and off-diagonal $\beta_j$, the $k$ recurrences read

$$H_cQ_k=Q_kJ_k+\beta_kq_{k+1}e_k^T .$$

Define $x_k=\|b\|Q_kc$ with $(z-J_k)c=e_1$. The eigenvalues of $J_k$ are real and $\Gamma>0$, so $c$ exists. As $Q_k$ and $J_k$ do not contain $z$, one run serves every incident energy, and each $\Omega$ costs one tridiagonal solve.

The residual follows from the matrix relation:

$$r_k=b-\|b\|\big[Q_k(z-J_k)c-\beta_kc_kq_{k+1}\big]=\|b\|\,\beta_kc_k\,q_{k+1},$$

because $\|b\|Q_ke_1=b$. To find $c_k$, define $p_0=1$, $p_{-1}=0$ and $\beta_jp_j=(z-\alpha_j)p_{j-1}-\beta_{j-1}p_{j-2}$. Row $j<k$ of $z-J_k$ applied to $\pi=(p_0,\dots,p_{k-1})^T$ is this recurrence and gives zero, and row $k$ lacks the last term, so $(z-J_k)\pi=\beta_kp_ke_k$. The inverse of a symmetric matrix is symmetric, hence $c_k=e_1^T(z-J_k)^{-1}e_k=p_0/(\beta_kp_k)$ and

$$r_k=\frac{\|b\|}{p_k(z)}\,q_{k+1},\qquad\|x-x_k\|\le\frac{\|r_k\|}{\Gamma}.$$

The inequality holds because $x-x_k=(z-H_c)^{-1}r_k$ and $|z-E_n|\ge\Gamma$. For $k=1$, $1/p_1=\beta_1/(z-\alpha_1)$, as found by hand. No orthogonality was used. In floating point the $q_j$ lose orthogonality, but each recurrence still holds to rounding error, so $1/|p_k|$ remains the relative residual and serves as the stopping test.

If $b$ has weight on $d$ distinct eigenvalues, every $H_c^jb$ lies in the span of its $d$ projections, so in exact arithmetic $\beta_k=0$ for some $k\le d$ and the solution is complete.

## How many steps are needed

The vector $J_k^je_1$ has zero $k$th entry for $j\le k-2$, since each product with a tridiagonal matrix fills one more entry. The matrix relation then gives $H_c^jq_1=Q_kJ_k^je_1$ for $j\le k-1$, so $P(H_c)b=\|b\|Q_kP(J_k)e_1$ for any polynomial $P$ of degree below $k$. With $F(\lambda)=1/(z-\lambda)$,

$$x-x_k=(F-P)(H_c)\,b-\|b\|Q_k(F-P)(J_k)\,e_1 .$$

In exact arithmetic $J_k=Q_k^\dagger H_cQ_k$ with orthonormal columns, so its eigenvalues are expectation values of $H_c$ and lie in the spectral interval, of centre $E_0$ and width $W$. Each term is then at most $\|b\|\max|F-P|$ over that interval.

Map the interval to $[-1,1]$ by $t(\lambda)=2(\lambda-E_0)/W$, put $\xi=t(z)$, and let $C_k$ be the Chebyshev polynomial, defined by $C_k\big(\tfrac12(s+s^{-1})\big)=\tfrac12(s^k+s^{-k})$. On $[-1,1]$, $s=e^{i\theta}$ and $|C_k|=|\cos k\theta|\le1$. The choice $P=[1-C_k(t)/C_k(\xi)]/(z-\lambda)$ is a polynomial of degree $k-1$, since the bracket vanishes at $\lambda=z$, and $|F-P|\le1/(\Gamma|C_k(\xi)|)$. Solving $\xi=\tfrac12(s+s^{-1})$ gives $s=\xi\pm\sqrt{\xi^2-1}$; with $\rho>1$ the larger modulus, $|C_k(\xi)|\ge\tfrac12(\rho^k-\rho^{-k})$. Therefore

$$\frac{\Gamma\|x-x_k\|}{\|b\|}\le\frac{4}{\rho^k-\rho^{-k}} .$$

Write $s=e^{\eta+i\theta}$, so $\xi=\cosh\eta\cos\theta+i\sinh\eta\sin\theta$ and $\eta=\ln\rho$. For $\Gamma\ll W$ and $a=\mathrm{Re}\,\xi$ away from $\pm1$, leading order in $\eta$ gives $\cos\theta=a$ and

$$\ln\rho\approx\frac{2\Gamma/W}{\sqrt{1-a^2}} .$$

A tolerance $\tau$ is guaranteed after about $\ln(4/\tau)/\ln\rho$ steps, at most about $(W/2\Gamma)\ln(4/\tau)$ at the centre, with no reference to $N_c$. That the rate is attained is tested on uniformly spaced levels of equal weight with $W=20$ eV. For $z=0.5i,\ 1.0i,\ 6+0.5i$ eV the residual falls by $0.0500,\ 0.0998,\ 0.0624$ in its logarithm per step, equal to $\ln\rho$ at these digits, and a residual of $10^{-5}$ takes 241 steps for 2000 levels and 242 for 8000.

## The loss spectrum and its error

For each $\Omega$ and $\epsilon'$, run $m$ steps on $H_v$ from $q_1=y/\|y\|$ and set $G_m=\|y\|^2e_1^T(\zeta-J_m)^{-1}e_1$. Let $g_j$ be the top-left element of the inverse of the block of $\zeta-J_m$ with rows and columns $j,\dots,m$. Solving that block system with a unit first entry on the right, the lower rows give the second unknown as $\beta_jg_{j+1}$ times the first, and the top row gives

$$g_j=\frac1{\zeta-\alpha_j-\beta_j^2g_{j+1}},\qquad g_{m+1}=0,\qquad G_m=\|y\|^2g_1 .$$

One run serves every $\omega$. A new run is needed for each $\Omega$, because the direction of $y$ changes.

The approximation conserves moments. As above, $H_v^jq_1=Q_mJ_m^je_1$ for $j<m$. One more product gives $H_v^mq_1=Q_mJ_m^me_1+\beta_1\cdots\beta_m\,q_{m+1}$, since the $m$th entry of $J_m^{m-1}e_1$ is $\beta_1\cdots\beta_{m-1}$. Inner products of two such vectors, with $Q_m^\dagger q_{m+1}=0$, show that $y^\dagger H_v^jy=\|y\|^2(J_m^j)_{11}$ for $j\le2m-1$, and that moment $2m$ falls short by $\|y\|^2(\beta_1\cdots\beta_m)^2$.

For the pointwise error put $A=\zeta-H_v$, $c=(\zeta-J_m)^{-1}e_1$, $q=q_{m+1}$, $p=p_m(\zeta)$. The residual formula reads $q_1=AQ_mc+q/p$, so $A^{-1}q_1=Q_mc+A^{-1}q/p$ and, as $q_1^\dagger Q_mc=c_1=g_1$, $G-G_m=\|y\|^2q_1^\dagger A^{-1}q/p$. The same formula at $\bar\zeta$, where $c\to\bar c$ and $p\to\bar p$ because $J_m$ is real, reads $q_1=A^\dagger Q_m\bar c+q/\bar p$, with adjoint $q_1^\dagger=c^TQ_m^\dagger A+q^\dagger/p$. The first term contributes $c^TQ_m^\dagger q/p=0$, which leaves

$$G-G_m=\frac{\|y\|^2}{p_m(\zeta)^2}\,q^\dagger(\zeta-H_v)^{-1}q,\qquad|\delta I|\le\frac{\|y\|^2}{\pi\gamma|p_m(\zeta)|^2}.$$

The error is quadratic in the residual. This identity does use orthogonality, so for the plain recurrence in floating point the bound is a guide whose adequacy is judged from the comparison below.

An unconverged $x$ enters as follows. For one polarisation $I=\|L^{1/2}y\|^2$, where $L=L_\gamma(\omega-H_v)$ is positive with eigenvalues at most $1/(\pi\gamma)$. The triangle inequality gives

$$|\sqrt I-\sqrt{\tilde I}|\le\frac{\|\delta y\|}{\sqrt{\pi\gamma}},\qquad\|\delta y\|\le\frac{\|T_{\epsilon'}\|\,\|r_k\|}{\Gamma}.$$

This bound is linear in $r_k$, whereas the error of the final recursion is quadratic in its residual, so the intermediate residual is given the tighter tolerance.

The algorithm is then: form $b$; run Lanczos on $H_c$, storing the columns $T_{\epsilon'}^\dagger q_j$ of a matrix $M_{\epsilon'}$, until $1/|p_k|$ is below tolerance at all $\Omega$; form $y=\|b\|M_{\epsilon'}c(z)$; run Lanczos on $H_v$ from each $y$; evaluate the fractions.

The algorithm is now complete, with a residual that can be read off during the run, a bound on the number of intermediate steps that does not refer to $N_c$, and error formulas for the loss spectrum. What remains is to test it against full diagonalisation on a worked example, compare the operation counts, and see where the advantage or the derivation fails.
